# Critical Nucleus and Switching Barrier of a Film-Spanning Ferroelectric Cylinder: test program

```python
# Result under test: a reversed cylinder of radius r spanning a ferroelectric
# film has energy U(r) = 2 pi r d s - 2 P E pi r^2 d, hence
#   critical radius r* = s/(2 P E),  barrier U* = pi d s^2/(2 P E).
# d: film thickness, s: wall energy per area, P: spontaneous polarization,
# E: field magnitude; the film is held at fixed voltage by ideal electrodes.
# Independent road: saddle point of a Landau model with a smooth wall,
# energy density a P^2 [ A (p^2-1)^2/4 + |grad p|^2/2 - e p ], where p is the
# polarization over P, lengths are in units of w/sqrt(2) (w: wall half-width
# in tanh(x/w)), e = E/(a P), and A is a relative well depth (1 by default).
import numpy as np
from scipy.constants import k as k_B, e as q_e
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import minimize_scalar

thickness = 5e-9        # m
polarization = 0.2      # C/m^2
wall_energy = 0.01      # J/m^2
half_width = 0.25e-9    # m
temperature = 300.0     # K
fields = [5e6, 10e6, 20e6]  # V/m


def radius_formula(field):
    return wall_energy / (2 * polarization * field)


def barrier_formula(field):
    return np.pi * thickness * wall_energy**2 / (2 * polarization * field)


def wall_cost(r):
    return 2 * np.pi * r * thickness * wall_energy


def source_work(r, field):
    charge = 2 * polarization * np.pi * r**2
    return charge * field * thickness


def uniform_states(e, depth=1.0):
    roots = np.sort(np.roots([depth, 0.0, -depth, -e]).real)
    return roots[0], roots[2]


def bulk_density(p, e, depth=1.0):
    return depth * (p**2 - 1)**2 / 4 - e * p


def radial_grid(r_max, h=0.04):
    n = int(np.ceil(r_max / h))
    r = (np.arange(n) + 0.5) * h
    faces = np.arange(1, n) * h
    lower = np.zeros(n)
    upper = np.zeros(n)
    upper[:-1] = faces / (r[:-1] * h**2)
    lower[1:] = faces / (r[1:] * h**2)
    return r, faces, h, lower, upper


def laplacian(p, lower, upper):
    out = np.zeros_like(p)
    step = np.diff(p)
    out[:-1] += upper[:-1] * step
    out[1:] -= lower[1:] * step
    return out


def banded(lower, upper, diagonal, factor):
    # matrix: factor * laplacian + diag(diagonal)
    bands = np.zeros((3, len(diagonal)))
    bands[0, 1:] = factor * upper[:-1]
    bands[1] = diagonal - factor * (lower + upper)
    bands[2, :-1] = factor * lower[1:]
    return bands


def zero_crossing(r, p):
    return float(np.interp(0.0, -p, r))


def landau_saddle(e, depth=1.0):
    """Radius and energy per thickness of the critical smooth-wall nucleus."""
    guess = np.sqrt(2 * depth) / (3 * e)
    r, faces, h, lower, upper = radial_grid(guess + 16.0)
    p = np.tanh((guess - r) * np.sqrt(depth / 2)) + e / (2 * depth)
    for _ in range(60):
        res = laplacian(p, lower, upper) - depth * (p**3 - p) + e
        if np.max(np.abs(res)) < 1e-10:
            break
        diag = -depth * (3 * p**2 - 1)
        p = p - solve_banded((1, 1), banded(lower, upper, diag, 1.0), res)
    res = laplacian(p, lower, upper) - depth * (p**3 - p) + e
    assert np.max(np.abs(res)) < 1e-9
    assert p[0] > 0.9 and p[-1] < -0.9  # a nucleus, not a uniform state
    matrix_state = uniform_states(e, depth)[0]
    bulk = bulk_density(p, e, depth) - bulk_density(matrix_state, e, depth)
    energy = 2 * np.pi * h * np.sum(r * bulk)
    energy += np.pi * np.sum(faces * np.diff(p)**2) / h
    return zero_crossing(r, p), energy


def relax_disc(e, start, duration=200.0, dt=0.2):
    """Relaxation dp/dt = -(energy gradient) from a disc of given radius."""
    r, _, _, lower, upper = radial_grid(start + 18.0)
    p = np.tanh((start - r) / np.sqrt(2)) + e / 2
    bands = banded(lower, upper, np.ones(len(r)), -dt)
    for _ in range(int(round(duration / dt))):
        p = solve_banded((1, 1), bands, p + dt * (p - p**3 + e))
    return zero_crossing(r, p)


# Landau wall energy: profile quadrature and the lower bound over all profiles
def profile_density(x):
    p = np.tanh(x / np.sqrt(2))
    slope = (1 - p**2) / np.sqrt(2)
    return slope**2 / 2 + (p**2 - 1)**2 / 4


wall_profile = quad(profile_density, -20, 20, points=[0.0])[0]
wall_bound = quad(lambda p: np.sqrt((p**2 - 1)**2 / 2), -1, 1)[0]
assert abs(wall_profile - wall_bound) < 1e-7
length_unit = half_width / np.sqrt(2)
landau_a = wall_energy / (wall_profile * polarization**2 * length_unit)
expected_wall = 2 * landau_a * polarization**2 * half_width / 3
assert abs(expected_wall / wall_energy - 1) < 1e-7
energy_unit = landau_a * polarization**2 * length_unit**2 * thickness

print(f"film thickness d = {thickness*1e9:.1f} nm")
print(f"polarization P = {polarization:.2f} C/m^2")
print(f"wall energy s = {wall_energy:.3f} J/m^2")
print(f"wall half-width w = {half_width*1e9:.2f} nm")
print(f"temperature T = {temperature:.0f} K")
print(f"thermal energy kT = {k_B*temperature/q_e:.5f} eV")
print(f"Landau coefficient a = {landau_a:.4e} m/F")
print(f"Landau wall energy, reduced = {wall_profile:.6f}")
e_limit = -minimize_scalar(lambda p: p**3 - p, bounds=(0, 1),
                           method="bounded").fun
print("uniform-state stability limit = "
      f"{e_limit*landau_a*polarization/1e6:.1f} MV/m")

radius_errors, barrier_errors = [], []
for field in fields:
    # sharp wall: numerical maximum of U(r), r in nm and U in eV
    found = minimize_scalar(
        lambda x: -(wall_cost(x*1e-9) - source_work(x*1e-9, field)) / q_e,
        bounds=(0.01, 20.0), method="bounded", options={"xatol": 1e-8})
    r_star, u_star = radius_formula(field), barrier_formula(field)
    assert abs(found.x * 1e-9 / r_star - 1) < 1e-5
    assert abs(-found.fun * q_e / u_star - 1) < 1e-9

    # bulk drive from the two uniform minima of the tilted double well
    e = field / (landau_a * polarization)
    p_minus, p_plus = uniform_states(e)
    drive = bulk_density(p_minus, e) - bulk_density(p_plus, e)
    drive_error = drive / (2 * e) - 1
    assert abs(drive_error) < 0.002

    # smooth wall: saddle of the field theory
    r_red, u_red = landau_saddle(e)
    r_smooth, u_smooth = r_red * length_unit, u_red * energy_unit
    radius_errors.append(r_smooth / r_star - 1)
    barrier_errors.append(u_smooth / u_star - 1)
    print(f"E = {field/1e6:.0f} MV/m: reduced field e = {e:.5f}")
    print(f"  sharp r* = {r_star*1e9:.4f} nm, r*/w = {r_star/half_width:.1f}")
    print(f"  sharp U* = {u_star/q_e:.4f} eV, "
          f"U*/kT = {u_star/(k_B*temperature):.2f}")
    print(f"  smooth-wall radius = {r_smooth*1e9:.4f} nm, "
          f"deviation {100*radius_errors[-1]:.2f} %")
    print(f"  smooth-wall barrier = {u_smooth/q_e:.4f} eV, "
          f"deviation {100*barrier_errors[-1]:.2f} %")
    print(f"  bulk drive deviation from 2PE = {100*drive_error:.4f} %")

# finite wall width is the only difference, so deviations fade at low field
for errors in (radius_errors, barrier_errors):
    sizes = np.abs(errors)
    assert sizes[0] < 0.01 and sizes[1] < 0.03 and sizes[2] < 0.10
    assert sizes[0] < sizes[1] < sizes[2]

# squared wall energy: deeper well at the same field and polarization
e_mid = fields[1] / (landau_a * polarization)
depth = 2.0
wall_deep = quad(lambda p: np.sqrt(depth * (p**2 - 1)**2 / 2), -1, 1)[0]
wall_ratio = wall_deep / wall_bound
barrier_ratio = landau_saddle(e_mid, depth)[1] / landau_saddle(e_mid)[1]
assert abs(barrier_ratio / wall_ratio**2 - 1) < 0.02
print(f"deeper well: wall-energy ratio = {wall_ratio:.5f}")
print(f"  its square = {wall_ratio**2:.5f}, "
      f"smooth-wall barrier ratio = {barrier_ratio:.5f}")

# discs just below and above the critical radius
r_mid = radius_formula(fields[1])
small, large = 0.95 * r_mid, 1.05 * r_mid
small_end = relax_disc(e_mid, small / length_unit) * length_unit
large_end = relax_disc(e_mid, large / length_unit) * length_unit
assert small_end < small - 0.1e-9 and large_end > large + 0.1e-9
print("relaxation at 10 MV/m, duration 200 reduced time units:")
print(f"  start {small*1e9:.4f} nm -> end {small_end*1e9:.4f} nm")
print(f"  start {large*1e9:.4f} nm -> end {large_end*1e9:.4f} nm")

# energy balance and main results at the middle field
cost, work = wall_cost(r_mid), source_work(r_mid, fields[1])
assert abs(work / cost - 0.5) < 1e-12
assert abs(wall_cost(2*r_mid) - source_work(2*r_mid, fields[1])) < 1e-9*cost
print("energy balance at r*, 10 MV/m:")
print(f"  film voltage = {fields[1]*thickness:.3f} V")
print(f"  switched charge = {work/(fields[1]*thickness*q_e):.2f} e")
print(f"  wall cost = {cost/q_e:.4f} eV")
print(f"  source work = {work/q_e:.4f} eV")
print(f"  barrier = {barrier_formula(fields[1]):.4e} J")
activation = fields[1] * (cost - work) / (k_B * temperature)
print(f"activation field E_a = {activation/1e6:.1f} MV/m")
print("no test failed")
```

Running it gives:

```
film thickness d = 5.0 nm
polarization P = 0.20 C/m^2
wall energy s = 0.010 J/m^2
wall half-width w = 0.25 nm
temperature T = 300 K
thermal energy kT = 0.02585 eV
Landau coefficient a = 1.5000e+09 m/F
Landau wall energy, reduced = 0.942809
uniform-state stability limit = 115.5 MV/m
E = 5 MV/m: reduced field e = 0.01667
  sharp r* = 5.0000 nm, r*/w = 20.0
  sharp U* = 4.9021 eV, U*/kT = 189.62
  smooth-wall radius = 5.0006 nm, deviation 0.01 %
  smooth-wall barrier = 4.8950 eV, deviation -0.15 %
  bulk drive deviation from 2PE = -0.0035 %
E = 10 MV/m: reduced field e = 0.03333
  sharp r* = 2.5000 nm, r*/w = 10.0
  sharp U* = 2.4510 eV, U*/kT = 94.81
  smooth-wall radius = 2.5014 nm, deviation 0.05 %
  smooth-wall barrier = 2.4372 eV, deviation -0.57 %
  bulk drive deviation from 2PE = -0.0139 %
E = 20 MV/m: reduced field e = 0.06667
  sharp r* = 1.2500 nm, r*/w = 5.0
  sharp U* = 1.2255 eV, U*/kT = 47.41
  smooth-wall radius = 1.2531 nm, deviation 0.25 %
  smooth-wall barrier = 1.1977 eV, deviation -2.27 %
  bulk drive deviation from 2PE = -0.0559 %
deeper well: wall-energy ratio = 1.41421
  its square = 2.00000, smooth-wall barrier ratio = 2.00835
relaxation at 10 MV/m, duration 200 reduced time units:
  start 2.3750 nm -> end 2.1631 nm
  start 2.6250 nm -> end 2.8035 nm
energy balance at r*, 10 MV/m:
  film voltage = 0.050 V
  switched charge = 49.02 e
  wall cost = 4.9021 eV
  source work = 2.4510 eV
  barrier = 3.9270e-19 J
activation field E_a = 948.1 MV/m
no test failed
```
